# Why Null-Point Scanning Thermometry Removes the Contact-Resistance Error

A thermocouple probe touched to a hot spot on a chip does not read the temperature of the hot spot. In the example worked below, the surface is at 340.0 K and the ambient at 300 K. An unheated probe in contact reads 309.1 K if the tip-sample contact resistance is 5 K/µW, and 305.5 K if it is 50 K/µW. The contact resistance depends on tip wear, roughness, contamination and force, so it is rarely known at the point being measured. Correcting the reading with a guessed value can leave an error of tens of kelvin.

The null-point method heats the probe until touching the surface no longer changes the sensor reading. The total probe heat flow is not then zero: the heater still supplies power, which leaves through the cantilever and the air. What vanishes is the net heat flow through the contact, and this is enough to remove the contact resistance from the mean result.

## The jump on touching

Let \(A\), \(D\) and \(S\) be the temperatures of the tip apex, the sensor and the surface spot under the tip. \(U\) is the temperature that spot would have with no probe present; it is the quantity wanted. A subscript 0 marks the state just before contact, with heat already exchanged through the air. \(Q\) is the heat flow through the contact, positive from tip to sample, and \(R_c\) is the contact resistance.

Assume steady state, linear conduction outside the contact, no heat generated in the contact, and the same air paths just before and just after touching. Contact then does one thing: it removes \(Q\) from the apex and delivers it to the surface. By superposition, the changes are proportional to \(Q\):

\[
D=D_0-\kappa Q,\qquad A-S=\theta-R_LQ,\qquad \theta=A_0-S_0 .
\]

Here \(\kappa\) is the fall of the sensor reading per unit contact flow. The loop resistance \(R_L\) is the fall of the apex-surface difference per unit contact flow. It is positive, because moving heat from apex to surface cools the one relative to the other.

The contact law is \(A-S=R_cQ\). Equating the two expressions for \(A-S\) gives \(R_cQ=\theta-R_LQ\), hence

\[
Q=\frac{\theta}{R_c+R_L},\qquad
J\equiv D-D_0=-\kappa Q=-\frac{\kappa\,\theta}{R_c+R_L}.
\]

For \(\kappa\neq0\) and finite \(R_c\), the jump \(J\) vanishes if and only if \(\theta=0\). This condition refers only to the state before contact. The heater power that satisfies it, and the sensor reading at that power, therefore cannot depend on \(R_c\).

The contact law need not be linear. Suppose only that heat flows from the hotter side to the colder, so that \(Q\) has the sign of \(A-S\) and vanishes with it. Since \(\theta=(A-S)+R_LQ\) is then a sum of two terms of equal sign, \(\theta=0\) again holds exactly when \(Q=0\).

## Why ignorance of the contact stops mattering

Away from the null, one can correct the reading by assuming a contact resistance \(R'\). The inferred temperature is

\[
T_{\rm est}=D_0+\frac{J(R'+R_L)}{\kappa}=D_0-Q(R'+R_L),
\]

where \(J=-\kappa Q\) was used. To find the error, subtract \(U\), then add and subtract \(A_0\) and \(S_0\):

\[
T_{\rm est}-U=(D_0-A_0)+(S_0-U)+\left[(A_0-S_0)-Q(R'+R_L)\right].
\]

Since \(A_0-S_0=\theta=Q(R_c+R_L)\), the bracket reduces to \(Q(R_c-R')\), and

\[
T_{\rm est}-U=(D_0-A_0)+(S_0-U)+Q(R_c-R').
\]

The last term is the contact error: the unknown part of the resistance multiplied by the heat flowing through it. Calibration tries to reduce the factor \(R_c-R'\). The null method sets the factor \(Q\) to zero.

The first two terms survive. One is the temperature difference between sensor and apex; the other is the change in sample temperature caused by the probe through the air, whose sign depends on where the heater sits: at the centre of a hot spot it is a warming if the heater is at the cone base, so that the whole cone is brought to the spot temperature, but it can be a cooling if the heater is at the sensor junction, since the cone above it then stays cooler than the surface. Neither contains \(R_c\), but the null does not remove them. Nor does it remove a calibration error of the thermocouple, which passes directly into the result.

## A hot spot on an oxide-covered chip

The model surface has \(U(r)=300\ {\rm K}+40\ {\rm K}/[1+(r/5\ \mu{\rm m})^2]\), with the tip at the centre. The probe is a cone 10 µm high with a 30° half-angle and a 50 nm apex radius. Its sensor lies 105 nm above the apex, and its heater is at the cone base, where the cantilever joins. The conductivities are 3 W/(m K) for the cone, 1.4 W/(m K) for an oxide half-space and 0.028 W/(m K) for air. A length of 250 nm is added to each air gap to represent rarefied-gas effects at the surfaces. The cantilever loses 2.5 µW/K through its solid part and 2.5 µW/K through air, both to a fixed ambient temperature; the warming of the chip by the cantilever's air heat is left out.

The cone was divided into forty nodes, each coupled through a vertical air gap to a ring on the surface, and the resulting linear equations were solved numerically. Applying a unit contact flow gives \(R_L=7.51\) K/µW and \(\kappa=1.73\) K/µW. These digits belong to the one-dimensional cone. Resolving its cross-section raises them to about 8.0 and 2.0 K/µW, while the null reading moves by no more than 0.02 K.

With the heater off, \(\theta=-33.99\) K. For \(R_c=5\) K/µW,

\[
Q=\frac{-33.99}{5+7.51}=-2.72\ \mu{\rm W},\qquad
J=-1.73\times(-2.72)=4.7\ {\rm K},
\]

which raises the reading from 304.4 K to 309.1 K. If \(R'=20\) K/µW is assumed, the contact error is \((-2.716)(5-20)=+40.74\) K. The other two terms contribute \(-1.57\) K, so the total is \(+39.2\) K. If the true resistance is 50 K/µW, the same assumption gives a total error of \(-19.3\) K.

The errors shrink as the heater power approaches its null value:

| Power / null power | Error, \(R_c=5\) K/µW | Error, \(R_c=50\) K/µW |
|---|---|---|
| 0 | +39.2 K | −19.3 K |
| 0.5 | +19.7 K | −9.6 K |
| 0.9 | +4.1 K | −1.8 K |
| 1 | +0.19 K | +0.19 K |

A numerical search for \(J=0\) with contact resistances from 1 to 500 K/µW gives the same reading, 340.19 K, to within \(10^{-6}\) K. The heater power is then 207.5 µW: 201.5 µW leaves through the cantilever and 6.0 µW passes through the air to the sample. The null is plainly not a state of zero probe heat flow.

In this model the remaining 0.19 K is air warming of the sample by the cone; the sensor-apex difference is below 0.1 mK. A hand estimate supports this size. Heat \(q\) spread uniformly over a disc of radius \(b\) on a half-space of conductivity \(k\) raises the centre by

\[
\int_0^b\frac{q}{\pi b^2}\,\frac{2\pi r\,dr}{2\pi kr}=\frac{q}{\pi kb}.
\]

With \(q=6.0\) µW and \(b=0.05+10\tan30^\circ=5.8\) µm, this is 0.24 K. The computed value is lower because the air flow is not uniform: at null it vanishes under the apex, so more of the heat enters farther out.

The 0.19 K is not an upper limit for a real probe. At the null about 100 µW leaves the cantilever through the air. If it enters this thick oxide evenly over a square with the tip at the middle of one edge, it warms the spot by about another 0.9 K for a square 30 µm wide and 0.3 K for one 80 µm wide. The vertical gaps also understate the heat leaving the sloping side of the cone, where the true air paths are curved. For an ideal cone of half-angle \(\alpha\) touching a plane, each at a uniform temperature and with the rarefied-gas length ignored, the curved paths carry \(1/[\tan\alpha\,\sin\alpha\,\ln\cot(\alpha/2)]\) times as much, which is 2.6 at 30°. That factor does not carry over directly to a hot spot, whose surface is not at a uniform temperature. The curved paths deliver a flux \(k_{\rm air}\Delta T(r)/[r\ln\cot(\alpha/2)]\) out to the slant length of 11.5 µm, where the surface is much cooler than the cone. With \(\Delta T(r)=U(0)-U(r)\), the centre rise \(\int({\rm flux})\,dr/k\) is about 0.6 K, against 0.2 K for vertical gaps. Heat landing still farther out can bring the cone's own warming to about 1 K. These effects change the air bias, but they do not make the null depend on the contact resistance.

## What the contact still controls

The contact resistance leaves the mean but stays in the precision. If the smallest resolvable jump is \(\sigma_J\), the null is uncertain by \(\delta\theta=\sigma_J(R_c+R_L)/\kappa\). The corresponding power uncertainty is \(\delta\theta/(d\theta/dP)\), where \(P\) is heater power. Multiplying by \(dD_0/dP\) gives the uncertainty of the reading:

\[
\delta D=\rho\,\sigma_J\frac{R_c+R_L}{\kappa},\qquad
\rho=\frac{dD_0/dP}{d\theta/dP}.
\]

Here \(\rho=1.05\). For \(\sigma_J=5\) mK, \(\delta D\) is 0.04 K at \(R_c=5\) K/µW and 0.18 K at 50 K/µW. When \(R_c\ll R_L\), further improvement of the contact gains little. When \(R_c\gg R_L\), the uncertainty grows in proportion to \(R_c\). With no thermal contact at all, \(J=0\) at every power and the null carries no information.

## How the contact error returns

**The contact changes between touches.** The null can be found by interpolating between two heater powers. Write \(J_i=-g_i\theta_i\), with \(g_i=\kappa/(R_{c,i}+R_L)\). Because \(\theta\) is linear in power, the straight line through the two measurements crosses zero at

\[
\hat\theta=\frac{\theta_1J_2-\theta_2J_1}{J_2-J_1}
=\frac{\theta_1\theta_2(g_1-g_2)}{g_1\theta_1-g_2\theta_2}.
\]

This is zero if \(g_1=g_2\). For a symmetric bracket, \(\theta_1=-t\) and \(\theta_2=t\), it becomes \(t(g_1-g_2)/(g_1+g_2)\), which is proportional to the bracket width.

Let \(R_c\) change from 5 to 50 K/µW between the touches. Powers 10% below and above the null give \(t=3.4\) K and a reading error of 2.3 K. Powers within 1% reduce the error to 0.23 K. The jumps are then only about 47 and 10 mK, so noise limits how far the bracket can usefully be narrowed.

**The air path changes.** A non-contact reading taken at finite lift differs from the reading at the point of touching. Let \(\delta=D_{0,\rm touch}-D_{0,\rm lift}\) be this air-induced jump. The measured jump is \(\delta-\kappa\theta/(R_c+R_L)\), so it vanishes at the false null

\[
\theta=\delta\,\frac{R_c+R_L}{\kappa},
\]

where \(\theta\) refers to the touching geometry. The contact resistance is back.

At the true null, a 10 nm lift gives \(\delta=-18.8\) mK. Most of this comes from the cantilever. Where it joins the cone, it is \(201.5/5=40.3\) K above ambient, and closing a gap of roughly 10 µm by 10 nm raises its 2.5 µW/K air conductance by about 0.1%. The extra loss is about 0.1 µW; divided by 5 µW/K, it would cool the cone base by about 20 mK. The cone's own air paths add conductance and lower this to about 17 mK, and the narrowing of the cone's gaps supplies the remaining 2 mK or so. The false null shifts the reading by −0.12 K for \(R_c=5\) K/µW and by −0.61 K for 50 K/µW.

Readings at lifts \(h\) and \(2h\) allow linear extrapolation to zero lift, \(D_0\approx2D(h)-D(2h)\). For \(h=10\) nm, this reduces both shifts below 1 mK in the model. It also costs precision: with independent readings of equal noise, the variance of the extrapolated value is \(2^2+1^2=5\) times that of one reading.

**The surface is not uniform under the tip.** If contact patches of conductance \(G_i\) touch regions at \(S_i\), zero net flow requires \(\sum_iG_i(A-S_i)=0\), so

\[
A=\frac{\sum_iG_iS_i}{\sum_iG_i}.
\]

Here \(S_i\) are the temperatures during contact. Heat circulating through the apex, from the hotter patch to the cooler, draws them together. They stay near their undisturbed values if the patch resistances are much larger than the spreading resistances in the sample beneath them. In that limit a common factor in the conductances cancels, but their distribution does not. On the steepest part of this hot spot, 5.2 K/µm, the surface changes by 0.26 K over the 50 nm apex radius. In the same limit, two patches at opposite edges sharing the conductance 70:30 shift the null by \(0.26\times(0.7-0.3)=0.10\) K. For equal-sized patches with a better contact the shift is smaller, and it then depends on the contact resistance. Patches of 10 nm radius on this oxide each have a spreading resistance of about 19 K/µW, and the shift is about 0.09 K at \(R_c=50\) K/µW but only 0.04 K at 5 K/µW.

## Using the method on real chips

The parameters are rough values for a microfabricated thermocouple probe in air, not a description of one instrument. The sizes and signs of the air effects depend on the heater being at the cone base. If the junction itself is heated, the null needs about a tenth of the power and the cantilever stays near ambient. In this geometry the air then cools the spot by 0.5 to 0.9 K, and the air jump at finite lift changes sign. A thin oxide on silicon spreads heat better than the thick oxide assumed here, so the air warming is smaller in that case. The assumption of unchanged air paths fails when the non-contact reading is taken at finite lift; at 10 nm this moves the result by 0.61 K here for a contact resistance of 50 K/µW. A chip that is also warm beneath the cantilever would change the heater power and the air jump; that case is not sized here. Far-field radiation is about 0.3% of air conduction at the widest cone gap. In the model, which omits heating of the chip by the cantilever, raising the air conductivity by 10% moves the null reading by 0.02 K.

For a steady hot spot measured in air, these results suggest the following practice:

- Bracket the null closely from both sides, keeping each jump well above the noise.
- Repeat the touches at one location; at a fixed power away from the null, scatter in jump size larger than noise and lift variations can explain suggests a changing contact.
- Take non-contact readings at two or more small lifts and extrapolate to contact.
- State the uncertainty from the measured slope of jump against power, since a poor contact flattens it.
- Estimate the air warming or cooling of the sample separately, for the actual heater position and including the cantilever, because a perfect contact null still contains it.
